\section*{Chain length and the width of the critical-ionization solubility transition}

\section{One site and three sites}

Consider a polymer unit with a single acidic site that is ionized with probability $p$, and suppose that the unit dissolves in aqueous base when the site is ionized. The soluble fraction of a large collection of such units is $S_1(p)=p$. The transition from insoluble to soluble extends over the whole range of $p$, with slope 1 everywhere.

Now join three sites into a chain that dissolves if at least half of them are ionized. Half of three is 1.5, so two sites are needed. Two particular sites are ionized and the third is not with probability $p^2(1-p)$, there are three such choices, and all three are ionized with probability $p^3$. Hence
\begin{equation}
S_3(p)=3p^2(1-p)+p^3=3p^2-2p^3,\qquad \frac{dS_3}{dp}=6p(1-p).
\label{eq:three}
\end{equation}
At $p=1/2$ the slope is $3/2$. The transition has become steeper although each site behaves as before. A chain compares an average over its sites with a threshold, and an average over more sites fluctuates less.

For $N$ sites the ionized count has standard deviation $\sqrt{Np(1-p)}$, so the ionized fraction has standard deviation $\sqrt{p(1-p)/N}$. This suggests a transition width proportional to $N^{-1/2}$. The derivation below gives the width for any $N$ and shows when the suggestion fails.

\section{The model and its soluble fraction}

Each chain has $N$ identical sites. Each site is ionized with probability $p$, independently of the others, and the chain dissolves if its ionized fraction is at least $f$. The count is an integer, so the number of ionized sites needed is
\begin{equation}
m=\lceil fN\rceil=fN+r,\qquad 0\le r<1,
\label{eq:m}
\end{equation}
where $r$ is the rounding. All chains have the same $N$, $f$ and $p$, and $0<f\le1$. The number of ionized sites is binomially distributed:
\begin{equation}
S(p)=\sum_{n=m}^{N}b_N(n),\qquad b_N(n)=\binom Nn p^n(1-p)^{N-n}.
\label{eq:S}
\end{equation}

To find the slope, differentiate one term:
\begin{equation}
\frac{db_N(n)}{dp}=\binom Nn\left[n\,p^{n-1}(1-p)^{N-n}-(N-n)\,p^n(1-p)^{N-n-1}\right].
\end{equation}
The factorials give $n\binom Nn=N\binom{N-1}{n-1}$ and $(N-n)\binom Nn=N\binom{N-1}{n}$, so that
\begin{equation}
\frac{db_N(n)}{dp}=N\left[b_{N-1}(n-1)-b_{N-1}(n)\right].
\label{eq:telescope}
\end{equation}
When (\ref{eq:telescope}) is summed from $n=m$ to $N$, each negative term cancels the positive term that follows it. The first positive term remains. The last negative term vanishes, because $N-1$ sites cannot supply $N$ ionized ones. Therefore
\begin{equation}
S'(p)=N\,b_{N-1}(m-1)=\frac{N!}{(m-1)!\,(N-m)!}\,p^{m-1}(1-p)^{N-m}.
\label{eq:density}
\end{equation}

This slope is nonnegative, and its integral is $S(1)-S(0)=1$. It is thus a probability density, with a direct meaning. Give each site a random number uniform between 0 and 1, and call the site ionized when $p$ exceeds that number. Each site is then ionized with probability $p$, as required. As $p$ is raised, the chain becomes soluble when $p$ passes the $m$-th smallest of its $N$ numbers. Equation (\ref{eq:density}) is the density of these switching points. Its mean is called the midpoint here, and its standard deviation $\sigma_p$ is the width of the transition.

\section{Midpoint and width}

Since (\ref{eq:density}) integrates to one,
\begin{equation}
\int_0^1p^{m-1}(1-p)^{N-m}\,dp=\frac{(m-1)!\,(N-m)!}{N!}.
\label{eq:beta}
\end{equation}
An extra factor $p$ in the integrand amounts to replacing $m$ by $m+1$ and $N$ by $N+1$, which leaves $N-m$ unchanged. The mean is therefore
\begin{equation}
\langle p\rangle=\frac{N!}{(m-1)!(N-m)!}\,\frac{m!\,(N-m)!}{(N+1)!}=\frac{m}{N+1}.
\label{eq:mean}
\end{equation}
A second factor $p$ repeats the replacement and gives
\begin{equation}
\langle p^2\rangle=\frac{m(m+1)}{(N+1)(N+2)}.
\end{equation}
Subtracting the square of the mean,
\begin{align}
\sigma_p^2&=\frac{m}{N+1}\left[\frac{m+1}{N+2}-\frac{m}{N+1}\right]\nonumber\\
&=\frac{m}{N+1}\,\frac{(m+1)(N+1)-m(N+2)}{(N+1)(N+2)}\nonumber\\
&=\frac{m(N+1-m)}{(N+1)^2(N+2)}.
\label{eq:variance}
\end{align}
For the chains of the first section, (\ref{eq:variance}) gives $\sigma_p^2=1/12$ for one site and $1/20$ for three.

\subsection{Long chains at a fixed interior threshold}

Hold $f$ fixed with $0<f<1$ and insert (\ref{eq:m}). The midpoint obeys
\begin{equation}
\langle p\rangle-f=\frac{fN+r-f(N+1)}{N+1}=\frac{r-f}{N+1},
\label{eq:shift}
\end{equation}
so it lies within $1/(N+1)$ of $f$. In the variance, take the leading power of $N$ out of each factor:
\begin{equation}
\sigma_p^2=\frac{f(1-f)}{N}\,
\frac{\left[1+\dfrac{r}{fN}\right]\left[1+\dfrac{1-r}{(1-f)N}\right]}{(1+1/N)^2(1+2/N)}.
\end{equation}
The last fraction tends to one, with corrections of order $1/N$. Hence
\begin{equation}
\boxed{\;\sigma_p\simeq\sqrt{\frac{f(1-f)}{N}}\;}
\qquad fN\gg1,\quad(1-f)N\gg1.
\label{eq:law}
\end{equation}
For $f=0.6$ and $r=0$ the correction to the variance is $1+(2.5-4)/N=1-1.5/N$, so the width carries a factor $1-0.75/N$. Between $N=160$ and $N=640$ this raises the apparent exponent from $-0.5$ by $0.75(1/160-1/640)/\ln4=0.0025$. The exponent computed by adding sites one at a time is $-0.4975$.

The slope tells the same story. If $fN$ is an integer, (\ref{eq:density}) at $p=f$ equals $(m/f)\,b_N(m)=N\,b_N(m)$. Stirling's formula, $k!\simeq\sqrt{2\pi k}\,(k/e)^k$, applied to the three factorials in $b_N(m)$, makes all the powers cancel and leaves the square roots:
\begin{equation}
S'(f)\simeq N\,\frac{\sqrt{2\pi N}}{\sqrt{2\pi fN}\,\sqrt{2\pi(1-f)N}}=\sqrt{\frac{N}{2\pi f(1-f)}}.
\label{eq:slope}
\end{equation}
The slope grows as $N^{1/2}$ while the width shrinks as $N^{-1/2}$.

The shape of the curve follows from the logarithm of (\ref{eq:density}), which is a constant plus $(m-1)\ln p+(N-m)\ln(1-p)$. Set $p=f+u\sqrt{f(1-f)/N}$. To leading order the second derivative with respect to $p$ at $f$ is
\begin{equation}
-\frac{N}{f}-\frac{N}{1-f}=-\frac{N}{f(1-f)},
\end{equation}
which contributes $-u^2/2$. The first derivative is of order one and the third of order $N$. They multiply $N^{-1/2}$ and $N^{-3/2}$, so both contribute at order $N^{-1/2}$. The density tends to a Gaussian and $S$ to its integral, with an error of that order. For $f=0.6$ and $|u|\le4$ the largest difference in $S$ is 0.056 at $N=60$, 0.034 at $N=160$ and 0.017 at $N=640$. The last two differ by a factor of two for a fourfold change of length.

\subsection{When every site is needed}

The conditions in (\ref{eq:law}) fail at $f=1$. Then $m=N$, $S=p^N$, and (\ref{eq:variance}) becomes
\begin{equation}
\sigma_p^2=\frac{N}{(N+1)^2(N+2)}\simeq\frac1{N^2}.
\label{eq:end}
\end{equation}
The width now falls as $1/N$. The transition is pressed against $p=1$. There $1-p$ is about $1/N$, so the count fluctuation $\sqrt{Np(1-p)}$ stays near one site instead of growing as $N^{1/2}$. The computed exponent between $N=160$ and $N=640$ is $-0.993$. The case $m=1$, in which one ionized site suffices, has the same variance, because (\ref{eq:variance}) is unchanged when $m$ is replaced by $N+1-m$. The inverse square root thus belongs to a threshold that stays away from both ends as the chain grows.

\section{Deblocked fraction and pH}

In a chemically amplified resist, acid-labile groups block some of the sites, and exposure followed by baking removes them. Let a site be deblocked with probability $x$, and let a deblocked site be ionized in the developer with probability $\theta$. If both events are independent from site to site, then
\begin{equation}
p=x\theta,\qquad \langle x\rangle=\frac{m}{(N+1)\theta},\qquad \sigma_x=\frac{\sigma_p}{\theta}.
\label{eq:x}
\end{equation}
Here $\theta$ is held fixed while $x$ varies. Since $x\le1$, $p$ cannot exceed $\theta$. The last two relations therefore require $\theta$ to lie several $\sigma_p$ above $f$; otherwise the transition is cut off before it is complete.

The transition can also be driven by pH. For a fully deblocked chain of independent sites,
\begin{equation}
\ln\frac{p}{1-p}=\ln10\,(\mathrm{pH}-\mathrm{p}K_a).
\end{equation}
Differentiation gives $dp/[p(1-p)]=\ln10\,d\mathrm{pH}$. For a narrow transition, $p$ may be set to $f$ in the denominator, and (\ref{eq:law}) yields
\begin{equation}
\sigma_{\mathrm{pH}}\simeq\frac{\sigma_p}{\ln10\,f(1-f)}\simeq\frac{1}{\ln10\,\sqrt{Nf(1-f)}}.
\label{eq:pH}
\end{equation}

\section{A phenolic resist in aqueous base}

Take $N=60$ and $f=0.6$, so that $m=36$. Equations (\ref{eq:mean}) and (\ref{eq:variance}) give
\begin{equation}
\langle p\rangle=\frac{36}{61}=0.590,\qquad
\sigma_p=\sqrt{\frac{36\times25}{61^2\times62}}=0.0625.
\end{equation}
The limit law (\ref{eq:law}) gives $\sqrt{0.24/60}=0.0632$, about 1\% more. The slope at $p=f$ is 6.28, against 6.31 from (\ref{eq:slope}).

The developer contains 0.26 mol/L of tetramethylammonium hydroxide (TMAH). With ideal activities and $\mathrm{p}K_w=14$, its pH is $14+\log_{10}0.26=13.415$. For an effective $\mathrm{p}K_a$ of 12.5 in the film,
\begin{equation}
\theta=\frac1{1+10^{12.5-13.415}}=0.892.
\end{equation}
From (\ref{eq:x}), the midpoint is at $x=0.590/0.892=0.662$ and the width is $\sigma_x=0.0625/0.892=0.070$. The cutoff at $x=1$ is harmless: the insoluble part there is about $8\times10^{-10}$.

At the edge of a printed feature, let $x$ change linearly by 0.04 per nm. The width in position is then $0.070/0.04=1.75$ nm. The soluble fraction rises from 10\% at $x=0.571$ to 90\% at $x=0.751$, a distance of 4.5 nm. Within this zone soluble and insoluble chains coexist, each kind making up at least a tenth of the total. The distance is not a line-edge roughness, which also depends on how neighbouring chains are removed together.

These parameters are meant for poly(4-hydroxystyrene) with about half of its sites or more blocked before exposure. Sites that were never blocked count as deblocked in $x$, so the unexposed film must start well below the midpoint. With half the sites blocked, about 1\% of the unexposed chains would dissolve under the single-draw criterion used here; with only 30\% blocked, 70\% would, and the example would not describe a working resist. Real resists of this family often work with less than half of their sites blocked, and these parameters do not represent them. Chains of some tens of units are typical, and 0.26 mol/L TMAH is the customary developer. The values of $f$, the gradient and the film $\mathrm{p}K_a$ are round choices. A free phenol has a $\mathrm{p}K_a$ of roughly 10; the higher value represents ionization made harder by the film and by charges already on the chain, and it is uncertain. Raising it by 0.5 lowers $\theta$ to 0.722 and moves the midpoint from (\ref{eq:x}) to $x=0.817$. At the assumed gradient the edge shifts by $(0.817-0.662)/0.04=3.9$ nm, more than twice the original width of 1.75 nm. The width given by (\ref{eq:x}) also grows, to $0.0625/(0.722\times0.04)=2.2$ nm. The soluble part at full deblocking is then 0.986, so the transition is slightly cut off. Within the model, an error in the film $\mathrm{p}K_a$ moves the edge but leaves the scaling of the width with $N$ unchanged, as long as the transition is not cut off.

\section{What changes the width, and what changes the law}

\subsection{Chains that see different conditions}

Suppose that the local deblocked fraction around a chain is $X+\delta$, where $X$ is the average and $\delta$ varies from chain to chain with zero mean and standard deviation $s$. A chain whose switching point is $x_*$ dissolves when $X>x_*-\delta$. If $\delta$ is independent of $x_*$, the variances add:
\begin{equation}
\sigma_X^2=\sigma_x^2+s^2.
\label{eq:floor}
\end{equation}
The second term does not fall with $N$, so the inverse-square-root law ends at a floor $s$. For $s=0.05$ the width at $N=60$ is $\sqrt{0.070^2+0.05^2}=0.086$, which corresponds to 2.2 nm at the edge instead of 1.75 nm. At $N=240$, with $f$, $\theta$ and $s$ held fixed, it is 0.061. Four times the length has reduced the width by 29\%, not by half. Within this model, longer chains sharpen the transition appreciably only while $\sigma_x$ is not small compared with $s$.

\subsection{Unequal chain lengths}

Let $c_N$ be the number of chains with $N$ sites. The share of polymer mass in these chains is $Nc_N/\sum_{N'}N'c_{N'}$, so the mass-weighted mean of $1/N$ is
\begin{equation}
\left\langle\frac1N\right\rangle_{\rm mass}=\frac{\sum_N c_N}{\sum_N Nc_N}=\frac1{N_n},
\label{eq:number}
\end{equation}
where $N_n$ is the number-average length. The total variance is the mean of the individual variances plus the variance of the midpoints. By (\ref{eq:shift}) the midpoints differ by amounts of order $1/N$, so their variance is of order $1/N^2$ and may be dropped if very short chains carry little mass. The width of the dissolved-mass curve is then $\sqrt{f(1-f)/N_n}$, provided that $f$ is the same for all lengths.

For a Schulz--Zimm distribution with dispersity parameter 1.5, $N_n=60$ and a mass average of 90, the width in $p$ is 0.0619. The number average predicts 0.0632; the mass average would predict $\sqrt{0.24/90}=0.052$.

\subsection{Repulsion between ionized sites}

Charged neighbours repel, so the sites are not strictly independent. Consider a fully deblocked chain and let $g_n$ be the sum of the Boltzmann factors of the repulsion over all arrangements of $n$ ionized sites. The probability of $n$ ionized sites is proportional to $g_nz^n$, with $\ln z=\ln10\,(\mathrm{pH}-\mathrm{p}K_a)$ and $\mathrm{p}K_a$ that of an isolated site. Differentiating the mean count,
\begin{equation}
\frac{d\langle n\rangle}{d\ln z}=\frac{d}{d\ln z}\,\frac{\sum_n n\,g_nz^n}{\sum_n g_nz^n}
=\langle n^2\rangle-\langle n\rangle^2\equiv V.
\label{eq:response}
\end{equation}
The chain passes its threshold while $\langle n\rangle$ moves through a range of about $\sqrt V$. The width in mean ionized fraction is therefore about $\sqrt V/N$. By (\ref{eq:response}), the width in $\ln z$ is about $\sqrt V/V$, so
\begin{equation}
\sigma_{\mathrm{pH}}\simeq\frac1{\ln10\,\sqrt V}.
\label{eq:repel}
\end{equation}
Repulsion makes the count stiffer and lowers $V$. It narrows the transition in mean ionized fraction and broadens it in pH. With a finite repulsion between nearest neighbours, correlations extend over a finite number of sites, $V$ remains proportional to $N$ for long chains, and both widths keep the exponent $-1/2$.

The size of the repulsion can be estimated from a screened Coulomb energy,
\begin{equation}
\frac{w}{kT}=\frac{\ell_B}{d}\,e^{-d/\lambda},
\end{equation}
where $d$ is the site spacing, $\ell_B$ the distance at which two elementary charges interact with energy $kT$, and $\lambda$ the Debye screening length. The spacing of the charged groups is not well defined, and $d=0.6$ nm is a round choice. For this value, 296 K, the salt content of the developer and relative permittivity 78, $w=0.44\,kT$. At $N=60$ the width in mean ionized fraction becomes 0.0565 instead of 0.0625, and the pH width 0.126 instead of 0.114. A relative permittivity of 30, a rough allowance for the polymer, gives $0.61\,kT$ and widths of 0.054 and 0.13. In a test at both permittivities, quadrupling the chain length halved both widths to within 3\%. Second neighbours, left out here, repel by about $0.08\,kT$ at distance $2d$ and permittivity 78; including neighbours out to the fourth changes the widths to 0.0555 and 0.129. The spacing matters more. At permittivity 78 with nearest neighbours only, $d=0.4$ nm gives $w=0.92\,kT$ and widths of 0.051 and 0.141, and the backbone repeat of about 0.25 nm gives $1.9\,kT$ and widths of 0.041 and 0.174.

\subsection{Ionization that is redrawn}

Blocking is frozen during development, but protons come and go. Suppose that a chain receives $M$ independent draws of its ionization and dissolves if any one of them reaches the threshold. For a chain with $K$ deblocked sites, let $s_K$ be the probability that at least $m$ of them are ionized in one draw. Averaging over the frozen blocking,
\begin{equation}
S_M(x)=\sum_{K=0}^{N}\binom NK x^K(1-x)^{N-K}\left[1-(1-s_K)^M\right].
\label{eq:draws}
\end{equation}
For $M=1$ this is the original model. For $M\to\infty$ the bracket tends to one if $K\ge m$ and is zero otherwise, so (\ref{eq:draws}) becomes (\ref{eq:S}) with $p$ replaced by $x$. The midpoint moves from 0.662 down to 0.590 and the width from 0.070 to 0.0625. For $N=60$, one hundred draws already give 0.593 and 0.063; longer chains need more draws for the midpoint to come as close to its limit. The lower midpoint also affects the unexposed film: with half the sites blocked, one hundred draws dissolve about 7\% of the chains instead of 1\%. The scaling survives because the number of deblocked sites is itself binomial.

If solubility responds instead to the time-averaged ionization $K\theta$, the condition is $K\ge36/0.892=40.4$, that is, 41 deblocked sites. The midpoint is then 0.672 and the width 0.060. The choice of criterion changes the width by up to about 15\% relative to the single-draw value.

\subsection{A gradient across one coil}

The sites of one chain lie at different positions and so have different probabilities $p_i$, with mean $\bar p$. The variance of the count is
\begin{equation}
\sum_i p_i(1-p_i)=N\bar p(1-\bar p)-\sum_i(p_i-\bar p)^2,
\end{equation}
which is smaller than for equal probabilities. A radius of gyration of 2 nm corresponds to a spread of $2/\sqrt3=1.15$ nm along the gradient, and hence to a spread in $p$ of $0.892\times0.04\times1.15=0.041$. Its square, 0.0017, is below 1\% of $f(1-f)=0.24$. The computed width in $x$ changes from 0.0701 to 0.0698, which is negligible beside the effects of local spread and film $\mathrm{p}K_a$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Sites per chain N: 60
Critical ionized fraction f: 0.60
Ionized sites needed m: 36
Width exponent, f = 0.6, N 160 to 640: -0.4975
Width exponent, all sites needed: -0.9933
Midpoint in p: 0.5902
Exact width in p: 0.0625
Limit-law width in p: 0.0632
Slope dS/dp at p = f: 6.280
Limit-law slope at p = f: 6.308
Largest Gaussian-curve error, N = 60: 0.0558
Largest Gaussian-curve error, N = 160: 0.0343
Largest Gaussian-curve error, N = 640: 0.0172
Developer base: 0.26 mol/L; pKw: 14.0
Ideal developer pH: 13.415
Effective film pKa: 12.5
Ionized fraction of deblocked sites theta: 0.8916
Midpoint in deblocked fraction: 0.6619
Width in deblocked fraction: 0.0701
Deblocked fraction at S = 0.1: 0.5710
Deblocked fraction at S = 0.9: 0.7515
Insoluble part at full deblocking: 8.4e-10
Deblocking gradient: 0.040 per nm
Edge width (standard deviation): 1.75 nm
Edge width (10-90 %): 4.51 nm
pH width, deblocked free chain: 0.1141
pH width, limit law: 0.1144
Temperature: 296 K; site spacing: 0.6 nm
Neighbour repulsion, eps_r = 78: 0.438 kT
  width in mean ionized fraction: 0.0565
  width in pH: 0.1263
Neighbour repulsion, eps_r = 30: 0.613 kT
  width in mean ionized fraction: 0.0543
  width in pH: 0.1315
Second-neighbour repulsion, eps_r = 78: 0.080 kT
Dispersity Mw/Mn parameter: 1.5
Number-average sites: 60.0
Mass-average sites: 90.0
Width in p with dispersity: 0.0619
Local deblocking spread: 0.050
Width in x with spread, N = 60: 0.0861
Width in x with spread, N = 240: 0.0612
Midpoint in x, 100 ionization draws: 0.5934
Width in x, 100 ionization draws: 0.0627
Midpoint in x, time-averaged criterion: 0.6721
Width in x, time-averaged criterion: 0.0596
Coil radius of gyration: 2.0 nm
Width in x with gradient across coil: 0.0698
theta if film pKa is 0.5 higher: 0.7222
Midpoint in x if pKa is 0.5 higher: 0.8172
Soluble part at x = 1, pKa 0.5 higher: 0.9858
\end{verbatim}
